# Which pure rotational absorption line of CO is strongest?: test program

```python
"""
Result under test: for a thermal, polar, linear rigid rotor the integrated
absorption of the line J -> J+1 is proportional to
    (J+1)^2 exp(-x J(J+1)) (1 - exp(-2x(J+1))),   x = h c B / (k T),
with its maximum near J = sqrt(3/(2x)) - 1, whereas the level population
(2J+1) exp(-x J(J+1)) has its maximum at J = sqrt(1/(2x)) - 1/2.
B: rotational constant (1/cm), T: temperature (K), M: projection of J.
Normalized line weight: w_J = (J+1)^2 (p_J - p_(J+1)), p_J = population
of one single state (J, M).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import lpmv
from pyscf import gto, dft


def population(j, x):
    return (2*j + 1)*np.exp(-x*j*(j + 1))


def with_strength(j, x):
    return population(j, x)*(j + 1)/(2*j + 1)


def with_frequency(j, x):
    return with_strength(j, x)*(j + 1)


def absorption(j, x):
    return with_frequency(j, x)*(-np.expm1(-2*x*(j + 1)))


def doppler_peak(j, x):
    # height of a line whose width is proportional to its frequency
    return absorption(j, x)/(j + 1)


def continuous_maximum(func, x):
    upper = 5/np.sqrt(x)
    res = minimize_scalar(lambda j: -np.log(func(j, x)), bounds=(0, upper),
                          method="bounded", options={"xatol": 1e-9})
    return res.x


def integer_maximum(func, x):
    return int(np.argmax(func(np.arange(400), x)))


def line_weights(x, count=400):
    j = np.arange(count + 1)
    p = np.exp(-x*j*(j + 1))
    p /= np.sum((2*j + 1)*p)
    return (j[:-1] + 1)**2*(p[:-1] - p[1:])


# ---- Matrix elements of cos(theta) by quadrature, one block for each M >= 0
J_TOP = 16
size = J_TOP + 1
nodes, weights = np.polynomial.legendre.leggauss(40)
cosine = np.zeros((size, size, size))
for m in range(size):
    f = np.array([lpmv(m, j, nodes) for j in range(m, size)])
    f /= np.sqrt(np.sum(weights*f*f, axis=1))[:, None]
    cosine[m, m:, m:] = (f*weights*nodes) @ f.T
m_count = np.where(np.arange(size) == 0, 1, 2)
for j in range(J_TOP):
    for m in range(j + 1):
        expected = ((j + 1)**2 - m*m)/((2*j + 1)*(2*j + 3))
        assert abs(cosine[m, j + 1, j]**2 - expected) < 1e-10
    strength = np.sum(m_count*cosine[:, j + 1, j]**2)
    assert abs(strength - (j + 1)/3) < 1e-9

# ---- Energy absorbed by a thermal rotor from weak resonant pulses
# Units here: hbar = 1 and rotational energy J(J+1).
x_test = 0.06
levels = np.arange(size)
energy = levels*(levels + 1.0)
p_state = np.exp(-x_test*energy)
p_state /= np.sum((2*levels + 1)*p_state)
start_weight = m_count[:, None]*p_state[None, :]
start_weight = start_weight*(levels[None, :] >= levels[:, None])
energy_gain = energy[:, None] - energy[None, :]
eigval, eigvec = np.linalg.eigh(cosine)
vec = eigvec.astype(complex)
vec_t = np.ascontiguousarray(np.swapaxes(vec, 1, 2))
dt, sigma, pulse_area = 0.05, 3.0, 0.01
amplitude = 2*pulse_area/(sigma*np.sqrt(2*np.pi))
times = np.arange(-6*sigma, 6*sigma + dt/2, dt)
free = np.exp(-1j*energy*dt)[None, :, None]
propagated = []
for j_line in range(9):
    omega = 2.0*(j_line + 1)
    field = amplitude*np.exp(-times**2/(2*sigma**2))*np.cos(omega*times)
    u = np.broadcast_to(np.eye(size, dtype=complex), cosine.shape).copy()
    for value in field:
        kick = np.exp(1j*value*dt*eigval)[:, :, None]
        u = free*(vec @ (kick*(vec_t @ u)))
    gained = np.einsum("mj,mij,ij->", start_weight, np.abs(u)**2, energy_gain)
    propagated.append(gained/(2*pulse_area**2/3))
propagated = np.array(propagated)
formula = line_weights(x_test)[:9]
pulse_error = np.max(np.abs(propagated/formula - 1))
# the remaining difference is of second order in the pulse area
assert pulse_error < 1e-3
test_pop_j = int(np.argmax((2*levels + 1)*p_state))
test_line_j = int(np.argmax(propagated))
assert test_line_j > test_pop_j

# ---- Position of the maximum as the factors are added one at a time
for x in (0.02, 0.005, 0.001):
    assert abs(continuous_maximum(population, x)
               - (np.sqrt(1/(2*x)) - 0.5)) < 1e-4
    assert abs(continuous_maximum(with_strength, x)
               - (np.sqrt(1/(2*x) + 1/16) - 0.75)) < 1e-4
    assert abs(continuous_maximum(with_frequency, x)
               - (np.sqrt(1/x + 1/16) - 0.75)) < 1e-4
    # leading-order results: the neglected part is of order sqrt(x)
    assert abs(continuous_maximum(absorption, x)
               - (np.sqrt(3/(2*x)) - 1)) < 0.2*np.sqrt(x)
    assert abs(continuous_maximum(doppler_peak, x)
               - (np.sqrt(1/x) - 1)) < 0.2*np.sqrt(x)

# ---- Statements for every temperature, and the low-temperature limit
for x in np.geomspace(0.002, 3, 400):
    assert integer_maximum(absorption, x) >= integer_maximum(population, x)
    assert abs(np.sum(line_weights(x)) - 1) < 1e-10
x_pop = np.log(3)/2
x_line = -np.log((np.sqrt(2) - 1)/2)/2
for func, limit in ((population, x_pop), (absorption, x_line)):
    assert integer_maximum(func, 1.001*limit) == 0
    assert integer_maximum(func, 0.999*limit) == 1

# ---- CO: bond length from B3LYP/cc-pVTZ energies


def solve_co(distance, guess=None):
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, distance)]],
                basis="cc-pvtz", unit="Angstrom", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "b3lyp"
    mf.conv_tol = 1e-10
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


center, step = 1.13, 0.03
offsets = np.arange(-2, 3)*step
energies, density = [], None
for offset in offsets:
    mf = solve_co(center + offset, density)
    density = mf.make_rdm1()
    energies.append(mf.e_tot)
curve = np.polyfit(offsets, np.array(energies) - min(energies), 4)
found = minimize_scalar(lambda d: np.polyval(curve, d),
                        bounds=(-step, step), method="bounded",
                        options={"xatol": 1e-9})
bond = center + found.x
gradient = solve_co(bond, density).nuc_grad_method().kernel()
force = abs(gradient[1, 2])
# the analytic gradient omits the motion of the integration grid
assert force < 1e-3

mass_c, mass_o = 12*const.atomic_mass, 16*const.atomic_mass
reduced = mass_c*mass_o/(mass_c + mass_o)
r_m = bond*1e-10
inertia = reduced*r_m**2
z = np.array([0.0, r_m])
masses = np.array([mass_c, mass_o])
z -= np.sum(masses*z)/np.sum(masses)
assert abs(np.sum(masses*z*z)/inertia - 1) < 1e-12
b_cm = const.h/(8*np.pi**2*const.c*inertia)/100

temperature = 300.0
kt_cm = const.k*temperature/(const.h*const.c)/100
x_co = b_cm/kt_cm
pop_j = integer_maximum(population, x_co)
line_j = integer_maximum(absorption, x_co)
assert line_j > pop_j
w = line_weights(x_co)
all_j = np.arange(400)
fractions = population(all_j, x_co)/np.sum(population(all_j, x_co))

print("Pulse test, x = %.2f (no unit)" % x_test)
print("  most populated J: %d; strongest line from J: %d"
      % (test_pop_j, test_line_j))
print("  largest relative deviation from formula: %.1e" % pulse_error)
print("CO, B3LYP/cc-pVTZ, mass numbers 12 and 16")
print("  bond length: %.4f angstrom" % bond)
print("  residual gradient: %.1e hartree/bohr" % force)
print("  reduced mass: %.4f u" % (reduced/const.atomic_mass))
print("  moment of inertia: %.4e kg m^2" % inertia)
print("  B: %.4f 1/cm" % b_cm)
print("  T: %.0f K; kT/hc: %.2f 1/cm; x: %.6f" % (temperature, kt_cm, x_co))
print("Maximum: continuous J, integer J (no unit)")
for label, func in (("population", population),
                    ("times strength per molecule", with_strength),
                    ("times frequency", with_frequency),
                    ("times stimulated-emission factor", absorption),
                    ("Doppler-limited peak height", doppler_peak)):
    print("  %-33s %6.2f %3d" % (label, continuous_maximum(func, x_co),
                                 integer_maximum(func, x_co)))
print("  sqrt(1/(2x)) - 1/2 = %.2f" % (np.sqrt(1/(2*x_co)) - 0.5))
print("  sqrt(3/(2x)) - 1   = %.2f" % (np.sqrt(3/(2*x_co)) - 1))
print("Lines J -> J+1: wavenumber (1/cm), level population (%),")
print("  strength per molecule (J+1)/(2J+1), factor 1-exp(-2x(J+1)),")
print("  intensity relative to the strongest line")
for j in sorted({0, 3, 5, pop_j, 9, 10, 11, line_j, 13, 16, 20}):
    print("  %2d %7.2f %6.2f %6.3f %7.4f %7.4f"
          % (j, 2*b_cm*(j + 1), 100*fractions[j], (j + 1)/(2*j + 1),
             -np.expm1(-2*x_co*(j + 1)), w[j]/w[line_j]))
print("Strongest line: J = %d -> %d at %.2f 1/cm = %.3f THz"
      % (line_j, line_j + 1, 2*b_cm*(line_j + 1),
         2*b_cm*(line_j + 1)*100*const.c/1e12))
print("Line from most populated level: J = %d -> %d at %.2f 1/cm"
      % (pop_j, pop_j + 1, 2*b_cm*(pop_j + 1)))
print("Intensity ratio of these two lines: %.3f" % (w[line_j]/w[pop_j]))
print("Population ratio of their lower levels: %.3f"
      % (fractions[line_j]/fractions[pop_j]))
print("Sum of line weights w_J: %.6f" % np.sum(w))
for scale in (0.98, 1.02):
    print("B times %.2f: most populated J %d, strongest line from J %d"
          % (scale, integer_maximum(population, scale*x_co),
             integer_maximum(absorption, scale*x_co)))
print("Maximum leaves J = 0 above (K): population %.2f, line %.2f"
      % (x_co*temperature/x_pop, x_co*temperature/x_line))
print("  corresponding x: population %.4f, line %.4f" % (x_pop, x_line))
print("OK")
```

Printed output:

```
Pulse test, x = 0.06 (no unit)
  most populated J: 2; strongest line from J: 4
  largest relative deviation from formula: 1.1e-05
CO, B3LYP/cc-pVTZ, mass numbers 12 and 16
  bond length: 1.1261 angstrom
  residual gradient: 2.2e-05 hartree/bohr
  reduced mass: 6.8571 u
  moment of inertia: 1.4440e-46 kg m^2
  B: 1.9385 1/cm
  T: 300 K; kT/hc: 208.51 1/cm; x: 0.009297
Maximum: continuous J, integer J (no unit)
  population                          6.83   7
  times strength per molecule         6.59   7
  times frequency                     9.62  10
  times stimulated-emission factor   11.71  12
  Doppler-limited peak height         9.38   9
  sqrt(1/(2x)) - 1/2 = 6.83
  sqrt(3/(2x)) - 1   = 11.70
Lines J -> J+1: wavenumber (1/cm), level population (%),
  strength per molecule (J+1)/(2J+1), factor 1-exp(-2x(J+1)),
  intensity relative to the strongest line
   0    3.88   0.93  1.000  0.0184  0.0022
   3   15.51   5.80  0.571  0.0717  0.1205
   5   23.26   7.71  0.545  0.1056  0.3379
   7   31.02   8.26  0.533  0.1382  0.6176
   9   38.77   7.63  0.526  0.1697  0.8636
  10   42.65   7.00  0.524  0.1850  0.9459
  11   46.52   6.25  0.522  0.2000  0.9920
  12   50.40   5.43  0.520  0.2147  1.0000
  13   54.28   4.61  0.519  0.2292  0.9721
  16   65.91   2.44  0.515  0.2710  0.7341
  20   81.42   0.77  0.512  0.3233  0.3375
Strongest line: J = 12 -> 13 at 50.40 1/cm = 1.511 THz
Line from most populated level: J = 7 -> 8 at 31.02 1/cm
Intensity ratio of these two lines: 1.619
Population ratio of their lower levels: 0.658
Sum of line weights w_J: 1.000000
B times 0.98: most populated J 7, strongest line from J 12
B times 1.02: most populated J 7, strongest line from J 12
Maximum leaves J = 0 above (K): population 5.08, line 3.54
  corresponding x: population 0.5493, line 0.7873
OK
```
